\section*{Pulay stress and cell size at fixed plane-wave number}

\section*{What is held fixed}

\textbf{Q.} I relaxed a crystal with a plane-wave code, and the cell came out smaller than the minimum of an energy--volume curve computed at the same cutoff. What differs between the two calculations?

\textbf{A.} They hold different things fixed. The curve uses one kinetic-energy cutoff $E_c$ at every volume. The relaxation considered here chooses its plane waves in the starting cell and keeps that list while the cell changes. Each wave is labelled by integers, and its wavevector stretches or shrinks with the reciprocal lattice.

In atomic units, a wave of wavevector $\mathbf q$ is kept if $q^2/2\le E_c$, so the kept waves fill a sphere of radius $\sqrt{2E_c}$. For a cell of volume $\Omega$, each reciprocal-lattice vector occupies a volume $(2\pi)^3/\Omega$. The number of waves, averaged over the Brillouin zone, is therefore
\begin{equation}
N=\frac{\Omega}{(2\pi)^3}\,\frac{4\pi}{3}(2E_c)^{3/2}
=\frac{\Omega\,(2E_c)^{3/2}}{6\pi^2}.
\end{equation}
Solving for the cutoff gives
\begin{equation}
E_c=\frac12\left(\frac{6\pi^2N}{\Omega}\right)^{2/3}\propto\Omega^{-2/3}
\quad\text{at fixed }N .
\end{equation}
I assume uniform scaling of the cell, so that the sphere remains a sphere. A 5\% reduction in volume then multiplies the effective cutoff by $0.95^{-2/3}=1.035$.

In a chain of period $a$, the kept interval has length $2\sqrt{2E_c}$ and the spacing is $2\pi/a$. Hence
\begin{equation}
N=\frac{a\sqrt{2E_c}}{\pi},\qquad
E_c=\frac12\left(\frac{\pi N}{a}\right)^2\propto a^{-2}.
\label{eq:chain}
\end{equation}
The exponent differs because the ``volume'' of the chain is a length. The mechanism is the same.

\textbf{Q.} So compression raises the cutoff, and a higher cutoff lowers the energy. Is that the whole explanation?

\textbf{A.} It needs one correction. Let $E_\infty(a)$ be the energy per cell in a complete basis and $E_N(a)$ the energy with $N$ waves. Write
\begin{equation}
E_N(a)=E_\infty(a)+D_N(a),\qquad D_N(a)\ge0 .
\label{eq:split}
\end{equation}
The basis error $D_N$ cannot be negative, because restricting the basis cannot lower a variational minimum. At a given period, a higher cutoff reduces the basis error. Whether $D_N$ falls on compression also depends on how the error varies with $a$ at fixed cutoff, which is examined below. Suppose for now that the higher effective cutoff wins. It does not stop $E_\infty$ from rising when the crystal is squeezed, so the total energy can change either way. Near the true equilibrium $a_0$, however, $E_\infty$ is flat. If $D_N$ falls to first order there, that fall outweighs the second-order rise of $E_\infty$ for a small enough compression.

\section*{The stress}

\textbf{Q.} My code follows the stress, not energy differences. Why does the stress not notice that the basis is deficient?

\textbf{A.} Because it is the correct derivative of the deficient energy. Take the chain, with wavevectors $q=2\pi(\kappa+m)/a$, where $m$ is an integer and $\kappa$ is the fixed fractional $k$-point. For one state, the Hamiltonian is a matrix $H(a)$ over the kept labels $m$, and $Hc=\varepsilon c$ with $c^\dagger c=1$. Differentiating $\varepsilon=c^\dagger Hc$ gives
\begin{align}
\frac{d\varepsilon}{da}
&=c^\dagger\frac{dH}{da}c+\frac{dc^\dagger}{da}Hc+c^\dagger H\frac{dc}{da}\nonumber\\
&=c^\dagger\frac{dH}{da}c+\varepsilon\,\frac{d}{da}(c^\dagger c)
=c^\dagger\frac{dH}{da}c .
\end{align}
The last step uses the constant norm. This is the stress theorem. The list of labels was never changed, so the result is the derivative at fixed $N$, and a relaxation driven by it stops at a minimum of $E_N$.

At fixed cutoff, expansion would bring new waves into the basis, and these would lower the energy. The stress theorem does not contain that gain, so it makes expansion look less favourable than it is at fixed cutoff.

\textbf{Q.} Can you write the missing piece as a formula?

\textbf{A.} Regard the energy as a function $E(a,E_c)$, with a $k$-point mesh dense enough that waves enter the basis gradually. In a chain, $\partial E/\partial E_c$ still jumps where $N$ is an integer, because the cutoff then falls at the zone centre or edge; what follows holds between those points. At fixed $N$, equation~(\ref{eq:chain}) gives $dE_c/da=-2E_c/a$. The chain rule then yields
\begin{equation}
\left(\frac{\partial E}{\partial a}\right)_{\!N}
=\left(\frac{\partial E}{\partial a}\right)_{\!E_c}
-\frac{2E_c}{a}\frac{\partial E}{\partial E_c}.
\label{eq:pulay}
\end{equation}
Raising $E_c$ enlarges the variational space, so $\partial E/\partial E_c\le0$ and the last term is positive or zero. A positive $dE/da$ pulls the cell inward. This term is the Pulay contribution.

In three dimensions $dE_c/d\Omega=-2E_c/(3\Omega)$. With the pressure $p=-dE/d\Omega$, the same steps give
\begin{equation}
p_N=p_{E_c}+\frac{2E_c}{3\Omega}\frac{\partial E}{\partial E_c}.
\end{equation}
The added pressure is negative. The crystal behaves as if it were under tension and contracts to relieve it.

\section*{The direction of the shift}

\textbf{Q.} Equation~(\ref{eq:pulay}) compares fixed $N$ with fixed cutoff. I care about the converged cell. Must the fixed-$N$ cell be smaller than that?

\textbf{A.} It is smaller if $D_N$ increases with $a$. Suppose that it does. For every $a>a_0$,
\begin{equation}
E_N(a)=E_\infty(a)+D_N(a)>E_\infty(a_0)+D_N(a_0)=E_N(a_0),
\end{equation}
because $a_0$ minimizes $E_\infty$. The minimum of $E_N$ therefore cannot lie above $a_0$. If the slope $D_N'(a_0)$ is positive, it cannot lie at $a_0$ either, so it lies below. For a small shift $\Delta a$, expand the condition for the minimum:
\begin{equation}
0=E_\infty'(a_0+\Delta a)+D_N'(a_0+\Delta a)
\approx E_\infty''(a_0)\,\Delta a+D_N'(a_0),
\end{equation}
where $E_\infty'(a_0)=0$ was used. Thus, to leading order,
\begin{equation}
\Delta a\approx-\frac{D_N'(a_0)}{E_\infty''(a_0)} .
\label{eq:shift}
\end{equation}
A soft crystal shifts more than a stiff one for the same spurious slope.

\textbf{Q.} Why should $D_N$ increase with $a$?

\textbf{A.} Since $E_\infty$ does not depend on $E_c$, the error obeys the same chain rule:
\begin{equation}
D_N'(a)=\left(\frac{\partial D}{\partial a}\right)_{\!E_c}
-\frac{2E_c}{a}\frac{\partial D}{\partial E_c}.
\label{eq:dchain}
\end{equation}
The second term is positive while the basis is still converging. The sign is settled if the error at fixed cutoff depends weakly on $a$. For electrons localized near atoms there is a reason to expect this.

Let $\psi$ be the exact normalized lowest state at one $k$-point, with energy $\varepsilon$ and plane-wave coefficients $c_q$. Split it as $\psi=P+Q$, where $P$ contains the kept waves and $Q$ the omitted ones, of total weight $w=\sum_{\rm omitted}|c_q|^2$. Use $P/\sqrt{1-w}$ as a trial state in the truncated basis. Since $(H-\varepsilon)\psi=0$,
\begin{equation}
\langle P|H-\varepsilon|P\rangle
=\langle\psi-Q|H-\varepsilon|\psi-Q\rangle
=\langle Q|H-\varepsilon|Q\rangle .
\end{equation}
If the potential satisfies $V(x)\le0$, then $\langle Q|V|Q\rangle\le0$, and dropping it can only increase the right-hand side. The error $D_k$ of this level therefore obeys
\begin{equation}
D_k\le\frac{1}{1-w}\sum_{\rm omitted}|c_q|^2
\left(\frac{q^2}{2}-\varepsilon\right).
\label{eq:bound}
\end{equation}

Now build the state from an atomic orbital $\phi$ as $\psi=\sum_n e^{ikna}\phi(x-na)$, neglecting overlap in its norm. For $q=k+G$, with $G$ a reciprocal-lattice vector, the phases $e^{ikna}$ and $e^{-iqna}$ cancel. The integrals over single cells join into one over all space:
\begin{equation}
c_q=\frac{1}{\sqrt a}\int_{-\infty}^{\infty}e^{-iqx}\phi(x)\,dx
\equiv\frac{\tilde\phi(q)}{\sqrt a}.
\end{equation}
Averaging over $k$ turns the sum over $G$ into $(a/2\pi)\int dq$. With two electrons per cell and $w\ll1$, the right-hand side of (\ref{eq:bound}) becomes
\begin{equation}
2\,\frac{a}{2\pi}\int_{|q|>\sqrt{2E_c}}\frac{|\tilde\phi|^2}{a}
\left(\frac{q^2}{2}-\varepsilon_{\rm at}\right)dq
=\frac1\pi\int_{|q|>\sqrt{2E_c}}|\tilde\phi|^2
\left(\frac{q^2}{2}-\varepsilon_{\rm at}\right)dq ,
\label{eq:atom}
\end{equation}
where $\varepsilon_{\rm at}$ is the atomic level. The period has cancelled, and only the cutoff remains. This concerns an estimate of the bound, not $D$ itself, so the weak dependence of $D$ on $a$ still has to be checked.

\textbf{Q.} When would the argument fail?

\textbf{A.} When compression at fixed cutoff makes the orbitals so much harder to represent that the first term of (\ref{eq:dchain}) is negative and larger in size than the second. Nothing above forbids that for an arbitrary potential. In the opposite limit of a complete basis, $D_N$ and the shift both vanish.

\section*{A chain with numbers}

\textbf{Q.} Show me a case where the converged answer is known.

\textbf{A.} Take a chain with one well $-V_0\,\mathrm{sech}^2(x/s)$ per atom, where $s=0.80$~\AA\ and $V_0=3/s^2$, which is 35.72~eV. Two non-interacting electrons per cell fill the lowest band. For an isolated well, put $u=x/s$ and $\phi\propto\mathrm{sech}^2u$. Differentiating twice gives
\begin{equation}
\frac{d^2}{du^2}\mathrm{sech}^2u=4\,\mathrm{sech}^2u-6\,\mathrm{sech}^4u ,
\end{equation}
so $-\phi''/2=(-2/s^2+V_0\,\mathrm{sech}^2u)\phi$. The well cancels the second term and leaves $\varepsilon_{\rm at}=-2/s^2$, or $-23.81$~eV. The orbital has no node, so this is the ground state.

Neighbouring ions repel with energy $U_0e^{-(a-d)/\rho}$ per cell, where $U_0=0.50$~eV, $d=2.80$~\AA\ and $\rho=0.20$~\AA. These are model parameters and describe no particular material. The converged period is $a_0=2.799$~\AA\ (5.290 bohr), with curvature $E_\infty''=6.56$~eV/\AA$^2$.

I then fixed the waves at $a_0$ for several cutoffs and relaxed with the stress theorem. Starting from the correct cell excludes a poor starting guess as the cause.
\begin{center}
\begin{tabular}{ccccc}
$E_c$ & $D_N(a_0)$ & $a$, fixed $N$ & $a$, fixed $E_c$ & $\Delta a$ from (\ref{eq:shift})\\
(eV) & (eV) & (\AA) & (\AA) & (\AA)\\ \hline
60 & 0.236 & 2.7326 & 2.7848 & $-0.096$\\
80 & 0.091 & 2.7655 & 2.7933 & $-0.041$\\
100 & 0.037 & 2.7826 & 2.7995 & $-0.019$\\
150 & 0.004 & 2.7967 & 2.7990 & $-0.003$
\end{tabular}
\end{center}
The converged period to the same digits is 2.7993~\AA, and a denser $k$-point mesh moves the tabulated periods by about 0.0001~\AA. At 60~eV the period is 2.4\% below the converged one, and the effective cutoff has risen to $60\,(2.7993/2.7326)^2=63.0$~eV.

\textbf{Q.} At 60~eV the formula predicts $-0.096$~\AA, but the actual shift is $-0.067$~\AA. Why?

\textbf{A.} The stress theorem gives a fixed-$N$ slope of 0.632~eV/\AA\ at $a_0$, and this equals $D_N'(a_0)$ because $E_\infty'(a_0)=0$. Equation~(\ref{eq:shift}) is linear: $0.632/6.56=0.096$~\AA. It omits the curvature of $D_N$. On the mesh of 400 $k$-points used here, which fixes them to about 0.001~eV, the fixed-$N$ errors at 2.6, 2.8 and 3.0~\AA\ are 0.1306, 0.2365 and 0.3845~eV, so
\begin{equation}
D_N''\approx\frac{0.3845-2(0.2365)+0.1306}{(0.2)^2}
\approx1.1\ \text{eV/\AA}^2 .
\end{equation}
Including it gives $0.632/(6.56+1.1)\approx0.083$~\AA. Almost all of the rest comes from the cubic term of $E_\infty$: the crystal stiffens on compression, with $E_\infty'''\approx-49$~eV/\AA$^3$, and including this term gives 0.068~\AA. At 150~eV the shift is small, and the linear estimate agrees with it to about 2\%.

\textbf{Q.} Does the energy really fall when you compress the correct cell?

\textbf{A.} Yes, for a small compression at 60~eV. Shortening $a_0$ by 0.020~\AA\ raises $E_\infty$ by 0.0014~eV and lowers $D_N$ by 0.0124~eV. The sum is a fall of 0.0110~eV in $E_N$. On further compression $E_\infty$ rises more and more steeply. The relaxed cell lies where the two slopes cancel, $E_\infty'+D_N'=0$; the accumulated fall of $D_N$ is still larger there than the accumulated rise of $E_\infty$, which is why $E_N$ is lower than at $a_0$.

\textbf{Q.} And is the error at fixed cutoff independent of the period, as your atomic picture suggests?

\textbf{A.} Approximately. At 60~eV, from 2.6 to 3.0~\AA\ it grows from 0.218 to 0.254~eV, while the error at fixed $N$ grows from 0.131 to 0.385~eV. In the scan from 2.4 to 3.2~\AA, the fixed-$N$ error increased from each sampled period to the next at all four cutoffs. At the sampled periods, that is the condition assumed above in fixing the direction of the shift.

The slopes at $a_0$ and 60~eV show the same division. With $\partial E/\partial E_c=-0.01241$, the Pulay term in (\ref{eq:pulay}) is
\begin{equation}
\frac{2(60)}{2.799}(0.01241)=0.532\ \text{eV/\AA}.
\end{equation}
The slope at fixed cutoff is 0.100~eV/\AA. Their sum, 0.632~eV/\AA, agrees with the stress theorem. The last digits depend on the mesh: in the dense limit $\partial E/\partial E_c$ is $-0.01238$, the Pulay term 0.531 and the sum 0.631~eV/\AA. The 0.100~eV/\AA\ is the part that the atomic estimate misses, and it is why the fixed-cutoff minimum at 60~eV is also slightly too small.

The estimate itself is rough. Averaged over the zone and counted for two electrons, the bound (\ref{eq:bound}) is 0.305~eV, above the actual error of 0.236~eV. The isolated-atom integral (\ref{eq:atom}) gives 0.344~eV. The numerical check tests the bound at every sampled $k$-point and checks the chain-rule balance numerically.

\section*{What to do in practice}

\textbf{Q.} Can I restart from the relaxed cell, so that the code rebuilds its basis at the nominal cutoff?

\textbf{A.} That makes the basis consistent with the new cell, but it does not remove the Pulay term. In the chain at 60~eV, the first run ends at 2.733~\AA, the second at 2.726~\AA\ and the sixth less than 0.001~\AA\ below that. The smaller cell receives fewer waves at the nominal cutoff, so the restart loses the gain in effective cutoff made during the previous run.

When restarts settle, the fixed-$N$ slope is zero with $N$ belonging to the nominal cutoff. Equation~(\ref{eq:pulay}) then says
\begin{equation}
\left(\frac{\partial E}{\partial a}\right)_{\!E_c}
=\frac{2E_c}{a}\frac{\partial E}{\partial E_c}<0 .
\end{equation}
The energy at constant cutoff would still fall on expansion. Unchanging restarts therefore do not show that the cell is converged.

\textbf{Q.} Then which calculation should I trust?

\textbf{A.} Raise the cutoff until the relaxed cell stops changing. This reduces the error at its source: in the chain, the shift falls from 0.067~\AA\ at 60~eV to 0.003~\AA\ at 150~eV.

If that is too costly, compute energies at several volumes with one cutoff and fit a smooth curve. The $k$-point mesh must be dense enough, because the number of waves at each $k$-point changes in jumps. Equivalently, at each volume build the basis at the nominal cutoff, measure $\partial E/\partial E_c$ there, and subtract the Pulay term from the stress-theorem slope. By (\ref{eq:pulay}) the result is the fixed-cutoff slope, so either route leads to the fixed-cutoff minimum. A Pulay term measured once and kept while the cell changes reaches that minimum only approximately. In the chain at 60~eV, going to the fixed-cutoff minimum reduces the error in the period from 0.067 to about 0.014~\AA. The remainder is the volume dependence of the basis error at fixed cutoff, and a larger basis is needed to reduce it.

\section*{Table of computed values}
\begin{verbatim}
well width s = 0.80 angstrom
well depth V0 = 35.719 eV
isolated-atom level = -23.812 eV
repulsion U0 = 0.50 eV
repulsion d = 2.80, rho = 0.20 angstrom
converged period a0 = 2.7993 angstrom
converged period a0 = 5.2899 bohr
converged energy per cell = -48.1487 eV
binding energy per cell = 0.5240 eV
curvature at a0 = 6.561 eV/angstrom^2
3D cube: side 6.0 angstrom, cutoff 600 eV
3D plane waves: counted 7123, formula 7209
3D cutoff factor, volume -5% at fixed N = 1.0348
[60 eV] mean waves per k 3.535, error 0.23602 eV
[60 eV] fixed-N period 2.7326 angstrom, change -2.381 %
[60 eV] fixed-cutoff period 2.7848 angstrom
[60 eV] shift -0.06665, first-order -0.09630 angstrom
[60 eV] effective cutoff after relaxing 62.96 eV
[80 eV] mean waves per k 4.085, error 0.09052 eV
[80 eV] fixed-N period 2.7655 angstrom, change -1.205 %
[80 eV] fixed-cutoff period 2.7933 angstrom
[80 eV] shift -0.03374, first-order -0.04116 angstrom
[80 eV] effective cutoff after relaxing 81.96 eV
[100 eV] mean waves per k 4.565, error 0.03684 eV
[100 eV] fixed-N period 2.7826 angstrom, change -0.596 %
[100 eV] fixed-cutoff period 2.7995 angstrom
[100 eV] shift -0.01668, first-order -0.01852 angstrom
[100 eV] effective cutoff after relaxing 101.20 eV
[150 eV] mean waves per k 5.590, error 0.00374 eV
[150 eV] fixed-N period 2.7967 angstrom, change -0.093 %
[150 eV] fixed-cutoff period 2.7990 angstrom
[150 eV] shift -0.00260, first-order -0.00265 angstrom
[150 eV] effective cutoff after relaxing 150.28 eV
60 eV, a0: dE/da fixed N = 0.6318 eV/angstrom
60 eV, a0: dE/da fixed cutoff = 0.1002 eV/angstrom
60 eV, a0: Pulay term = 0.5319 eV/angstrom
60 eV, a0: dE/dEcut = -0.012407 (eV per eV)
compression used = 0.020 angstrom
converged energy change = 0.00138 eV
fixed-N energy change at 60 eV = -0.01104 eV
basis-error change at 60 eV = -0.01242 eV
a = 2.6 angstrom: error fixed N 0.1306, fixed cutoff 0.2175 eV
a = 2.8 angstrom: error fixed N 0.2365, fixed cutoff 0.2365 eV
a = 3.0 angstrom: error fixed N 0.3845, fixed cutoff 0.2541 eV
60 eV: error bound per cell, chain = 0.3054 eV
60 eV: same sum, isolated atom = 0.3438 eV
60 eV: period after run 1 = 2.7326 angstrom
60 eV: period after run 2 = 2.7260 angstrom
60 eV: period after run 6 = 2.7256 angstrom
\end{verbatim}
